# k-point mesh for a hexagonal cell from a maximum reciprocal spacing

**Question**

I am setting up a density-functional calculation for a wurtzite crystal with hexagonal lattice parameters \(a=3.19\) Å and \(c=5.19\) Å. My instructions say that the maximum reciprocal spacing is 0.25 Å⁻¹ and that this requires a 10×10×5 mesh.

I cannot reproduce it. Using \(1/a\) and \(1/c\) I get a tiny mesh. Using \(2\pi/a\) and \(2\pi/c\) I get 8×8×5. With what I believe is the correct hexagonal reciprocal vector I get 9.097 in the plane, which I would round to 9. Where does the 10 come from? And once I have this mesh, can I trust both the total energy and the absorption spectrum near the gap?

**Answer**

The 10 follows from two conventions that your instructions leave unstated. The reciprocal vectors include the factor \(2\pi\), and the spacing is the step between neighbouring mesh points along each reciprocal vector. The limit is a maximum, so the number of divisions must be rounded up.

**The reciprocal vectors**

Take the two in-plane lattice vectors at 120°:

\[
\mathbf a_1=a(1,0,0),\quad
\mathbf a_2=a\left(-\tfrac12,\tfrac{\sqrt3}{2},0\right),\quad
\mathbf a_3=c(0,0,1).
\]

The reciprocal vectors are defined by \(\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}\). Write \(\mathbf b_1=(x,y,z)\). The three conditions are

\[
ax=2\pi,\qquad
a\left(-\tfrac12x+\tfrac{\sqrt3}{2}y\right)=0,\qquad
cz=0 .
\]

The first gives \(x=2\pi/a\), the second \(y=x/\sqrt3\), and the third \(z=0\). For \(\mathbf b_2\) the right-hand sides are \(0,2\pi,0\), so \(x=0\), \(y=4\pi/(\sqrt3a)\) and \(z=0\). For \(\mathbf b_3\) only the last condition is nonzero. Hence

\[
\mathbf b_1=\frac{2\pi}{a}\left(1,\tfrac1{\sqrt3},0\right),\quad
\mathbf b_2=\frac{2\pi}{a}\left(0,\tfrac2{\sqrt3},0\right),\quad
\mathbf b_3=\frac{2\pi}{c}(0,0,1).
\]

The lengths are

\[
|\mathbf b_1|=\frac{2\pi}{a}\sqrt{1+\tfrac13}
=\frac{4\pi}{\sqrt3\,a}=|\mathbf b_2|,
\qquad |\mathbf b_3|=\frac{2\pi}{c}.
\]

The in-plane length exceeds \(2\pi/a\) by the factor \(2/\sqrt3\). The reason is that \(\mathbf b_1\) must be perpendicular to \(\mathbf a_2\), so it is not parallel to \(\mathbf a_1\). Its projection on \(\mathbf a_1\) is \(2\pi/a\), and the vector itself is longer.

**The mesh**

With \(N_i\) divisions, the step along \(\mathbf b_i\) is \(|\mathbf b_i|/N_i\). For a maximum step \(h\),

\[
\frac{|\mathbf b_i|}{N_i}\le h
\quad\Longleftrightarrow\quad
N_i\ge\frac{|\mathbf b_i|}{h}.
\]

The smallest integer that satisfies this is the ratio rounded up, \(N_i=\lceil|\mathbf b_i|/h\rceil\). Each condition contains one \(N_i\), so the three can be solved separately. In the plane,

\[
|\mathbf b_1|=\frac{4\pi}{\sqrt3\,(3.19)}=2.2744\ \text{Å}^{-1},
\qquad \frac{2.2744}{0.25}=9.097,
\qquad N_1=N_2=10 .
\]

Along the axis,

\[
|\mathbf b_3|=\frac{2\pi}{5.19}=1.2106\ \text{Å}^{-1},
\qquad \frac{1.2106}{0.25}=4.843,
\qquad N_3=5 .
\]

The actual steps are 0.2274 Å⁻¹ in the plane and 0.2421 Å⁻¹ along the axis. With one division fewer they would be 0.2527 and 0.3027 Å⁻¹, both above the limit. So 10×10×5 is the smallest mesh that meets the rule. Your 9 fails by about 1% of the limit, but it does fail.

**Where your other two answers come from**

If \(2\pi\) is left out of the reciprocal vectors while the number 0.25 is kept, both ratios shrink by a factor of \(2\pi\), to about 1.45 and 0.77. Rounding up gives 2×2×1. Your \(1/a\) also lacks the hexagonal factor \(2/\sqrt3\), so its in-plane ratio is only about 1.25, but that rounds up to the same mesh. A code that omits \(2\pi\) needs the limit \(0.25/(2\pi)\approx0.040\) Å⁻¹ to express the same request.

Your 8×8×5 answers a different geometrical question. The angle between \(\mathbf b_1\) and \(\mathbf b_2\) is 60°, because

\[
\frac{\mathbf b_1\cdot\mathbf b_2}{|\mathbf b_1||\mathbf b_2|}
=\frac{2/3}{4/3}=\frac12 .
\]

The rows of mesh points parallel to \(\mathbf b_2\) are therefore separated by

\[
\frac{|\mathbf b_1|\sin60^\circ}{N_1}
=\frac{2\pi}{aN_1}.
\]

Here \(2\pi/a=1.9697\) Å⁻¹, and \(1.9697/0.25\approx7.88\) rounds up to 8. That mesh limits the distance between rows, while neighbouring points within a row are still \(2.2744/8\approx0.284\) Å⁻¹ apart. Find out which definition your code uses before you compare spacings between codes.

**Where to put the mesh**

The number of divisions does not fix the origin of the mesh. For a hexagonal crystal, choose the mesh that contains \(\Gamma\). The Monkhorst–Pack formula places points at the fractions \((2r-N-1)/(2N)\), with \(r=1,\dots,N\). For \(N=5\) this includes zero. For \(N=10\) it does not, and the in-plane points are shifted by half a step in both directions.

To see what this does to the symmetry, rotate by 60° about the axis. The vectors above transform as \(\mathbf b_1\to\mathbf b_2\) and \(\mathbf b_2\to\mathbf b_2-\mathbf b_1\), so

\[
x\mathbf b_1+y\mathbf b_2\to
x\mathbf b_2+y(\mathbf b_2-\mathbf b_1)
=-y\,\mathbf b_1+(x+y)\,\mathbf b_2 .
\]

In a centred mesh \(x=i/10\) and \(y=j/10\) with integer \(i,j\), and the rotated coordinates are again integers over 10. In the shifted mesh \(x=(i+\frac12)/10\) and \(y=(j+\frac12)/10\), which gives \(x+y=(i+j+1)/10\). This is an integer over 10, where a half-integer is needed. No shifted point lands on another mesh point, so the shifted mesh breaks the sixfold symmetry. Directions that are equivalent in the crystal are then sampled differently, which gives direction-dependent quantities a spurious anisotropy and leaves fewer operations to reduce the mesh. The zone average of a fully symmetric band energy need not become less accurate.

The centred mesh has \(10\cdot10\cdot5=500\) points, but far fewer need to be calculated. Assume a nonmagnetic crystal with the wurtzite point group. Its six rotations and six vertical mirrors act in the plane, and time reversal combined with the twofold rotation adds \(k_z\to-k_z\). The number of distinct in-plane points is the average, over the 12 in-plane operations, of the number of points each leaves fixed (up to a reciprocal-lattice vector):

- The identity fixes 100 points.
- The two 60° and two 120° rotations fix one each, four in total.
- The 180° rotation fixes 4.
- Each of the six mirrors fixes 10, which makes 60.

The average is \((100+4+4+60)/12=14\). Along the axis the indices \(0,\pm1,\pm2\) give 3 distinct values. The total is \(14\cdot3=42\) distinct points.

**How firm is the 10?**

The in-plane number stays at 10 while \(9<|\mathbf b_1|/h\le10\). Inserting \(|\mathbf b_1|=4\pi/(\sqrt3a)\) and solving for \(a\) gives

\[
\frac{4\pi}{10\sqrt3\,h}\le a<\frac{4\pi}{9\sqrt3\,h},
\qquad
2.9021\ \text{Å}\le a<3.2245\ \text{Å}.
\]

In the same way, \(N_3=5\) holds for \(2\pi/(5h)\le c<2\pi/(4h)\), which is 5.0265 Å ≤ \(c\) < 6.2832 Å. Your \(a\) reaches its upper limit if it grows by only 1.08% of its present value. If a relaxation, or a strain that is equal in all in-plane directions, lengthens it by slightly more than that, an automatic generator with the same \(h\) switches to 9 in the plane. A strain along a single in-plane direction can change \(|\mathbf b_1|\) and \(|\mathbf b_2|\) by different amounts, so \(N_1\) and \(N_2\) must then be worked out separately.

When you compare energies of strained cells, hold the mesh fixed at 10×10×5 instead of holding \(h\) fixed. The sampled fractions of the reciprocal vectors then stay the same, and the comparison contains no jump from a change of mesh.

**Why the mesh can be good for a filled-band energy**

A spacing rule is a starting point, and its accuracy depends on the function being averaged. Expand a periodic function in Fourier terms \(F_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\), with \(\mathbf R=\sum_i n_i\mathbf a_i\). The true zone average is \(F_{\mathbf 0}\). At the mesh point \(\mathbf k=\sum_i(m_i/N_i)\mathbf b_i\) the phase is \(2\pi\sum_i m_in_i/N_i\), so the mesh average of one term factorizes:

\[
\prod_{i=1}^{3}\frac1{N_i}\sum_{m_i=0}^{N_i-1}
e^{2\pi i\,m_in_i/N_i}.
\]

If \(n_i\) is a multiple of \(N_i\), every term in that sum is one and the factor is one. Otherwise the geometric sum has the numerator \(1-e^{2\pi in_i}=0\) and a nonzero denominator, so the factor vanishes. The integration error is therefore

\[
\text{mesh average}-\text{true average}
=\sum_{\mathbf R\ne0}F_{\mathbf R},
\qquad n_i\in N_i\mathbb Z .
\]

Only vectors of the 10×10×5 supercell contribute. Its edges are \(10a=31.90\) Å in the plane and \(5c=25.95\) Å along the axis. For filled bands separated by a gap, the summed band energy is a smooth function of \(\mathbf k\), and its Fourier terms at such distances can be very small. In a metal the occupation jumps at the Fermi surface, so this smoothness argument fails and convergence must be studied separately.

A two-orbital insulator gives a sense of scale. Its filled band is

\[
E(\mathbf k)=-\sqrt{D^2+|f|^2},\qquad
f=t\left(1+e^{ik_1}+e^{ik_2}+e^{ik_3}\right),
\]

where \(k_i=\mathbf k\cdot\mathbf a_i\), \(D=1.7\) eV and \(t=1.0\) eV. The bands are \(\pm|E|\), and \(f=0\) along lines such as \((k_1,k_2,k_3)=(\pi,k,k+\pi)\), which include \((\pi,\pi,0)\), so the smallest gap is \(2D=3.4\) eV. This model does not have the full crystal symmetry, so all mesh points are summed. It illustrates the integration and is not a total energy of a real crystal.

A dense 48×48×24 sum gives the average −2.55083 eV. Relative to that, the 10×10×5 average is off by −0.005 meV. The 2×2×1 mesh, from the missing \(2\pi\), is off by −273 meV. You can verify the second number by hand: its four points have \(|f|=4,2,2,0\) eV, so the average is

\[
-\tfrac14\left(\sqrt{18.89}+2\sqrt{6.89}+1.7\right)\ \text{eV}
\approx-2.824\ \text{eV}.
\]

These errors belong to this model, and they depend on how strongly the bands disperse compared with the gap. Moving a distance \(q\) from \((\pi,\pi,0)\) along \(\mathbf a_1+\mathbf a_2\) gives \(|f|\approx taq\), so the upper band rises by \(t^2a^2q^2/(2D)\), which is a mass of about 1.3 free-electron masses. That is much heavier than the mass of 0.2 used below. Raising \(t\) to 2.5 eV brings this mass to 0.2 and enlarges the 10×10×5 error to about −0.4 meV, still small but some eighty times larger. For your own crystal, increase the mesh at fixed structure and fixed basis until the quantity you need stops changing within your tolerance.

**Why the same mesh is poor near the absorption edge**

The density of electrons in a conduction band depends on a small region around the band minimum. An absorption edge depends on the region where the energy difference between filled and empty bands is smallest. Suppose the conduction minimum is at \(\Gamma\), and describe its neighbourhood by two coupled bands:

\[
H=\begin{pmatrix}E_g/2&Pq\\Pq&-E_g/2\end{pmatrix}.
\]

Here \(q\) is the distance from \(\Gamma\) and \(P\) is the coupling. The upper eigenvalue is \(\sqrt{E_g^2/4+P^2q^2}\). Measure the energy \(\varepsilon\) from the band edge at \(E_g/2\). Then

\[
\left(\varepsilon+\tfrac{E_g}{2}\right)^2=\tfrac{E_g^2}{4}+P^2q^2
\quad\Rightarrow\quad
\varepsilon^2+E_g\varepsilon=P^2q^2 .
\]

At small \(q\) this must reduce to \(\varepsilon=\hbar^2q^2/(2m^*)\), which fixes \(P^2=E_g\hbar^2/(2m^*)\). Dividing by \(E_g\),

\[
\varepsilon\left(1+\frac{\varepsilon}{E_g}\right)=\gamma,
\quad \gamma=\frac{\hbar^2q^2}{2m^*},
\quad
\varepsilon=\frac{E_g}{2}\left(\sqrt{1+\frac{4\gamma}{E_g}}-1\right).
\]

Use \(E_g=3.4\) eV and an electron mass of 0.2 free-electron masses. The nearest mesh point to \(\Gamma\) is one in-plane step away, at \(q=0.2274\) Å⁻¹. With \(\hbar^2/(2m_e)=3.8100\) eV Å²,

\[
\gamma=\frac{3.8100\,(0.2274)^2}{0.2}=0.985\ \text{eV},
\qquad \varepsilon=0.798\ \text{eV}.
\]

At 300 K, \(k_BT=0.02585\) eV. The first point away from \(\Gamma\) is therefore about 31 times \(k_BT\) above the conduction-band edge, and the mesh has no point between. In this model the lower band falls by the same amount as the upper one rises, so the first transition away from \(\Gamma\) lies \(2\varepsilon=1.60\) eV above the gap. A spectrum built from these points alone cannot resolve the shape of the edge, and broadening the peaks does not supply the missing states.

To put the first point at \(k_BT\), set \(\varepsilon=k_BT\) and solve for \(q\):

\[
q=\sqrt{\frac{2m^*}{\hbar^2}\,k_BT\left(1+\frac{k_BT}{E_g}\right)}
=0.0370\ \text{Å}^{-1}.
\]

The same rounding rule then gives 62×62×33, or 126,852 points before symmetry reduction. This shows the scale of sampling that the band edge demands. A carrier density is smoothed by the thermal occupation, whereas a spectrum with a sharp onset can need a still finer mesh, so test each quantity separately. A practical route is to obtain the charge density on the moderate mesh, then interpolate the bands or calculate extra points near \(\Gamma\). For a spectrum, the matrix elements that set the strength of each transition are needed at the same points, because they also vary with \(\mathbf k\). This cures only the sampling error. Common semilocal functionals also underestimate the gap, and a spectrum computed from independent electrons leaves out excitons, which can change the shape of the edge strongly.

**What this means for a real crystal**

Your lattice parameters are in the range of wurtzite gallium nitride, used in power transistors and light emitters. The gap and mass above are rough typical values for it. Heating changes the lattice parameters, but only slightly: with a rough linear expansion of \(5\times10^{-6}\) K⁻¹ in both directions, a rise of 1000 K lengthens \(a\) by 0.50%, to 3.206 Å, and the mesh remains 10×10×5. The band-edge estimate is more sensitive. Nonparabolicity already lowers it from 0.985 to 0.798 eV, and a mass 10% larger lowers it further to 0.736 eV. Neither change brings it near \(k_BT\).

The factor of two for the first transition does not carry over to gallium nitride. Two of its three top valence bands are much flatter than the mirror image of the conduction band that the model assumes, so the lowest transition at that mesh point lies closer to the gap than the model says. The third band is light and falls at least as steeply as the model's lower band. There is still a lower bound. If the valence maximum is also at \(\Gamma\), a transition away from \(\Gamma\) exceeds the gap by at least the conduction-band energy, which is more than 0.7 eV in these estimates. The mesh therefore still leaves the absorption edge unresolved.
